# Sheet Polarizabilities from the Dielectric Constants of a Slab-Plus-Vacuum Cell

## 1. What dimensions and symmetry fix

A slab calculation in a periodic code returns a dielectric constant for the whole cell, vacuum included. That number changes when vacuum is added, although the slab does not. We want the part that belongs to the slab.

In Gaussian units a dipole per area divided by an electric field is a length. The linear response of an isolated sheet is therefore described by lengths, the sheet polarizabilities $\alpha$. The dielectric constant is dimensionless. If the vacuum is wide enough for the repeat length $L$ to have no effect on the slab itself, $L$ can enter only through the ratios $\alpha/L$.

Symmetry decides which ratios appear together. Let $z$ be the slab normal. A twofold axis along $z$ reverses an in-plane field and leaves a normal field unchanged, so it forbids an in-plane field from inducing a normal dipole, and the converse. A mirror plane $z\to-z$, or a threefold or higher axis along $z$, does the same. Then

$$\varepsilon_\parallel=f(\alpha_\parallel/L),\qquad \varepsilon_\perp=g(\alpha_\perp/L).$$

Dimensions do not give $f$ and $g$. These follow from asking which field the slab sees.

## 2. Assumptions and definitions

The slab is neutral, insulating and without a permanent normal dipole. The applied field is static, weak and uniform. For now the symmetry above holds, and "in-plane" means a principal axis of the in-plane response.

Let $\mathbf P$ be the induced polarization, defined as the time integral of the current that flows while the field is switched on slowly. Charge conservation then gives the induced charge density $\rho=-\nabla\cdot\mathbf P$. This definition also works for an infinite crystal plane, where $\int x\rho$ is ambiguous. Let a bar denote an average over the plane at fixed $z$. The dipole per area is

$$\mathbf p=\int_{\rm slab}\bar{\mathbf P}(z)\,dz .$$

With $\mathbf D=\mathbf E+4\pi\mathbf P$, where all fields are the changes caused by the applied field, define

$$p_\parallel=\alpha_\parallel E_\parallel,\qquad p_z=\alpha_\perp D_z .$$

The two definitions use different fields on purpose: in the vacuum $\mathbf P=0$, so $D_z$ is the normal field just outside the slab. It is convenient to write $s=4\pi\alpha$. In SI units the same length appears in $p=\varepsilon_0 sE$.

In Rydberg atomic units $\hbar^2/2m=1$ and $e^2=2$. If $F=eE$ is the magnitude of the force on an electron and $m_s$ the number dipole per area, then $p=em_s$ and

$$\alpha=\frac{p}{E}=\frac{em_s}{F/e}=\frac{e^2m_s}{F}=\frac{2m_s}{F}.$$

Here $m_s$ is in 1/bohr and $F$ in Ry/bohr, so $\alpha$ is in bohr.

## 3. Two fields that do not depend on height

A static field has no curl, so $\partial_zE_x=\partial_xE_z$. Average this over the plane. The right side is the derivative of a function periodic in $x$, and its average is zero. Hence

$$\frac{d\bar E_x}{dz}=0 .$$

The induced charge is already contained in $\mathbf P$, so $\nabla\cdot\mathbf D=0$. Averaging over the plane removes the $x$ and $y$ derivatives for the same reason, and

$$\frac{d\bar D_z}{dz}=0 .$$

Thus $\bar E_\parallel$ and $\bar D_z$ have the same values in the slab, in the vacuum and in the cell average. The other two components, $\bar D_\parallel$ and $\bar E_z$, vary with height.

## 4. Why the replicas do not change the slab's response

We must show that a slab in the periodic stack responds to $(E_\parallel,D_z)$ as an isolated one does.

**Uniform part.** The planar-averaged normal field obeys $d\bar E_z/dz=4\pi\bar\rho$, with $\bar E_z=D_z$ in the vacuum below the slab. Integrating upward gives $\bar E_z(z)$ throughout the slab, and neutrality returns it to $D_z$ above. The same equation with the same boundary value holds for an isolated slab in an external field $D_z$. The uniform effect of all replicas is thus contained in $D_z$.

**Lateral variation.** A charge component with nonzero in-plane wavevector of magnitude $G$ produces a potential satisfying

$$\phi''-G^2\phi=-4\pi\rho_G(z).$$

For a charge concentrated at $z'$ the decaying solution is $C e^{-G|z-z'|}$. Its slope jumps by $-2GC$ at $z'$, and this must equal $-4\pi$ per unit charge, so $C=2\pi/G$. Replicas at distances $nL$ on one side add terms bounded in order of magnitude by

$$\frac{2\pi}{G}\sum_{n\ge1}e^{-G(nL-w)}=\frac{2\pi}{G}\,\frac{e^{-G(L-w)}}{1-e^{-GL}},$$

where $w$ is the thickness of the charge distribution. The smallest $G$ dominates, and the effect falls exponentially with the vacuum width $L-w$.

**Overlap.** In the vacuum an occupied state of energy $E<0$ and in-plane wavevector $k$ obeys $\psi''=(k^2-E)\psi$ in Rydberg units. It decays as $e^{-\kappa|z|}$ with $\kappa=\sqrt{k^2-E}$. Overlap between neighbouring slabs is therefore exponentially small too.

The argument covers short-range electrostatics and overlap at the mean-field level. It leaves out long-range correlation between the slabs.

## 5. The two laws

Average $\mathbf D=\mathbf E+4\pi\mathbf P$ over one repeat length. Since $\mathbf P$ vanishes in the vacuum, its average is $\mathbf p/L$:

$$\langle\mathbf D\rangle=\langle\mathbf E\rangle+\frac{4\pi\mathbf p}{L}.$$

**In-plane field.** Here $\langle E_\parallel\rangle=E_\parallel$, the field the slab sees, and $p_\parallel=\alpha_\parallel E_\parallel$. Therefore

$$\langle D_\parallel\rangle=E_\parallel+\frac{4\pi\alpha_\parallel}{L}E_\parallel,$$

and division by $E_\parallel$ gives

$$\boxed{\varepsilon_\parallel=1+\frac{4\pi\alpha_\parallel}{L}}$$

**Normal field.** Now $\langle D_z\rangle=D_z$ is the field the slab sees. With $p_z=\alpha_\perp D_z$,

$$\langle E_z\rangle=D_z-\frac{4\pi p_z}{L}=D_z\left(1-\frac{4\pi\alpha_\perp}{L}\right).$$

Since $\varepsilon_\perp=D_z/\langle E_z\rangle$,

$$\boxed{\frac1{\varepsilon_\perp}=1-\frac{4\pi\alpha_\perp}{L}}$$

Both laws hold up to the exponentially small terms of Section 4. Solving them for the sheet quantities,

$$s_\parallel=L(\varepsilon_\parallel-1),\qquad s_\perp=L\left(1-\frac1{\varepsilon_\perp}\right).$$

The constant $\varepsilon_\perp$ itself is not linear in $1/L$. For $s_\perp<L$ the geometric series gives

$$\varepsilon_\perp=1+\frac{s_\perp}{L}+\frac{s_\perp^2}{L^2}+\cdots .$$

Using $L(\varepsilon_\perp-1)$ as a sheet quantity would thus leave an error of relative size $s_\perp/L$ to leading order, which decays only as a power of the vacuum.

The second law also matters when a field is imposed. If a code fixes the cell-averaged field $\langle E_z\rangle$, the slab sees the larger vacuum field $\varepsilon_\perp\langle E_z\rangle$. Runs at equal average field and different $L$ are runs at different fields on the slab.

## 6. A uniform film as a limiting case

Suppose the slab is thick enough to be treated as a uniform film of thickness $t$ with constants $\varepsilon_{f\parallel}$ and $\varepsilon_{f\perp}$. In-plane, $4\pi P=(\varepsilon_{f\parallel}-1)E$. Along the normal the inner field is $D/\varepsilon_{f\perp}$, so $4\pi P=D-D/\varepsilon_{f\perp}$. Multiplying by $t$,

$$s_\parallel=t(\varepsilon_{f\parallel}-1),\qquad s_\perp=t\left(1-\frac1{\varepsilon_{f\perp}}\right).$$

Inserted in the two laws, these give

$$\varepsilon_\parallel=\frac{t\varepsilon_{f\parallel}+(L-t)}{L},\qquad \frac1{\varepsilon_\perp}=\frac{t/\varepsilon_{f\perp}+(L-t)}{L},$$

the rules for capacitors in parallel and in series. When $\varepsilon_{f\perp}\to\infty$, $s_\perp\to t$: a perfectly screening film has a normal polarizability set by its thickness alone. In the same limit for $\varepsilon_{f\parallel}$, $s_\parallel$ diverges, which is why the slab had to be insulating.

For an atomically thin sheet $t$ is a convention. Inverting the film formulas,

$$\varepsilon_{f\parallel}=1+\frac{s_\parallel}{t},\qquad \varepsilon_{f\perp}=\frac1{1-s_\perp/t},$$

one obtains constants that depend on the chosen $t$, while $s_\parallel$ and $s_\perp$ do not.

## 7. When the in-plane law fails: coupled directions

Without the protecting symmetry, the sheet has a response matrix

$$p_x=a_{xx}E_x+a_{xz}D_z,\qquad p_z=a_{zx}E_x+a_{zz}D_z .$$

A periodic calculation of $\varepsilon_{xx}$ sets $\langle E_z\rangle=0$. This does not make $D_z$ vanish: it requires $D_z=4\pi p_z/L$. Substitution in the second equation gives

$$p_z\left(1-\frac{4\pi a_{zz}}L\right)=a_{zx}E_x,\qquad D_z=\frac{4\pi}{L}\,\frac{a_{zx}E_x}{1-4\pi a_{zz}/L}.$$

Putting this into $p_x$ and using $\varepsilon_{xx}=1+4\pi p_x/(LE_x)$,

$$\varepsilon_{xx}=1+\frac{4\pi}{L}\left[a_{xx}+\frac{4\pi}{L}\,\frac{a_{xz}a_{zx}}{1-4\pi a_{zz}/L}\right].$$

The extra term starts at order $1/L^2$, so more vacuum reduces it slowly.

A uniform film with tilted axes shows the size. Take $t=0.33$ nm, $\varepsilon_{xx}=5$, $\varepsilon_{xz}=1$ and $\varepsilon_{zz}=3$ inside the film. At $D_z=0$ the inner normal field is $-E_x/3$. Hence $4\pi a_{xx}=0.33(5-\tfrac13-1)=1.21$ nm and $4\pi a_{zx}=0.33/3=0.11$ nm. At $E_x=0$ the inner field is $D_z/3$, so $4\pi a_{xz}=0.11$ nm and $4\pi a_{zz}=0.33(1-\tfrac13)=0.22$ nm. For $L=0.5$ nm,

$$\varepsilon_{xx}=1+\frac{1.21}{0.5}+\frac{(0.11/0.5)^2}{1-0.22/0.5}=3.420+0.086=3.506 .$$

Direct solution of the field equations in film and vacuum also gives 3.506. At $L=2$ nm the full value is 1.6084 and the linear part 1.6050.

## 8. Obtaining the cell's dielectric constant from electrons

To test the laws, $\varepsilon(L)$ must come from a calculation that does not assume them. Let $\chi^0$ be the density response of independent electrons to the total potential $V$, and $v$ the Coulomb interaction. Keeping only the induced Hartree potential (the random-phase approximation),

$$V=V_{\rm ext}+v\chi^0V\quad\Rightarrow\quad V_{\rm ext}=\epsilon V,\qquad \epsilon=1-v\chi^0 .$$

Use reciprocal-lattice components, with a wavevector $q\to0$ along the chosen axis. A macroscopic source has only the zero component. Let $B$ be the block of $\epsilon$ with both indices nonzero. Then

$$V_{{\rm ext},0}=\epsilon_{00}V_0+\sum_{K\neq0}\epsilon_{0K}V_K,\qquad 0=\epsilon_{K0}V_0+\sum_{K'\ne0}B_{KK'}V_{K'} .$$

The second equation gives $V_K=-\sum_{K'}(B^{-1})_{KK'}\epsilon_{K'0}V_0$. For a field along $q$, the external and total macroscopic potentials correspond to $D$ and $\langle E\rangle$, so their ratio is the dielectric constant:

$$\varepsilon=\epsilon_{00}-\sum_{K,K'\ne0}\epsilon_{0K}(B^{-1})_{KK'}\epsilon_{K'0}.$$

The second term contains the local fields. The limit $q\to0$ is taken at fixed $L$. At finite in-plane $q$ the replica potentials fall as $e^{-qL}$, by the solution in Section 4 with $G$ replaced by $q$. The uniform-field laws therefore require $qL\ll1$.

## 9. A worked sheet

The model is a square sheet of Gaussian wells with period 0.25 nm, depth 55 eV and width parameter 0.055 nm, holding two electrons per well. The wells are taken as the total effective ground-state potential. The plane-wave cutoff is 176 eV and the in-plane $k$ mesh is $4\times4$. The sheet has the symmetry required in Section 1.

| $L$ (nm) | $\varepsilon_\parallel$ | $1/\varepsilon_\perp$ | $s_\parallel$ (nm) | $s_\perp$ (nm) |
|---|---|---|---|---|
| 0.25 | 1.5277 | 0.6546 | 0.1319 | 0.0864 |
| 0.35 | 1.3832 | 0.7763 | 0.1341 | 0.0783 |
| 0.50 | 1.2684 | 0.8450 | 0.1342 | 0.0775 |
| 0.80 | 1.1676 | 0.9032 | 0.1341 | 0.0775 |
| 1.60 | 1.0838 | 0.9516 | 0.1342 | 0.0774 |

At $L=1.6$ nm the extraction reads

$$s_\parallel=1.6\times0.0838=0.134\ {\rm nm},\qquad s_\perp=1.6\times(1-0.9516)=0.077\ {\rm nm}.$$

Dividing by $4\pi$ gives $\alpha_\parallel=0.0107$ nm (0.202 bohr) and $\alpha_\perp=0.0062$ nm (0.116 bohr).

A straight-line fit to the four cells with $L=0.8$, 1.0, 1.2 and 1.6 nm gives

$$\varepsilon_\parallel=1.0001+\frac{0.1341\ {\rm nm}}L,\qquad \frac1{\varepsilon_\perp}=1.0000-\frac{0.0775\ {\rm nm}}L .$$

The intercepts were free in the fit, and their agreement with 1 is a test of the laws. By contrast, $L(\varepsilon_\perp-1)$ is 0.092 nm at $L=0.5$ nm and still 0.081 nm at 1.6 nm.

Two further calculations treat an isolated sheet. In the first, the Coulomb interaction is cut off between replicas; it gives $s_\parallel=0.1342$ nm and $s_\perp=0.0774$ nm. It shares $\chi^0$ with the periodic calculation, so it tests the electrostatics. The second applies a vacuum field of 1 MV/cm and finds the induced charge self-consistently, with the Coulomb sum along the normal done in real space with open boundaries. It gives $s_\perp=0.0777$ nm, within 0.4% of the first.

**Where the vacuum is too thin.** At $L=0.25$ nm the repeat length equals the in-plane period. The crystal is then cubic, and both constants must agree; both are 1.5277. The sheet laws would instead give $1+0.1342/0.25=1.537$ and $1/(1-0.0774/0.25)=1.448$. On the mesh used, the extracted $s_\perp$ is 12% above its isolated value, while $s_\parallel$ is 2% below. At 0.35 nm the error in $s_\perp$ is 1.1%. The thin cells in the table use a mesh of $4\times4$ in the plane with four points along the normal. On a $12\times12\times12$ mesh the cubic constant rises from 1.528 to 1.550. The excess in $s_\perp$, measured against the isolated sheet on the same in-plane mesh, rises from 12% to about 15%. The 2% deficit in $s_\parallel$ and the 1.1% at 0.35 nm do not change on refinement. In the cubic cell the two constants are equal, and any mesh error is shared by both. These numbers do not separate overlap from short-range local fields.

From 0.8 nm onward the deviations from the isolated sheet are below 0.1% and do not fall steadily with $L$. They are therefore not a simple exponential tail; a plausible cause, not isolated here, is the slight change of basis completeness with cell size.

**Choosing $L$.** Differentiating the extraction formulas at fixed $L$ gives

$$\delta s_\parallel=L\,\delta\varepsilon_\parallel,\qquad \delta s_\perp=\frac{L\,\delta\varepsilon_\perp}{\varepsilon_\perp^2}.$$

For an error of given size in $\varepsilon$, more vacuum therefore means a larger error in $s$. An error in the sheet's own response, such as that of a coarse $k$ mesh, changes $\varepsilon$ only in proportion to $1/L$ at large $L$ and is not amplified. At $L=1.6$ nm an error of 0.001 in $\varepsilon_\parallel$ shifts $s_\parallel$ by 0.0016 nm, or 1.2%. It is better to stop once $s$ has settled than to continue until $\varepsilon$ approaches 1.

**Assigned thickness.** With $t=0.30$ nm the sheet would be given $\varepsilon_{f\parallel}=1.45$ and $\varepsilon_{f\perp}=1.35$. With $t=0.36$ nm the values are 1.37 and 1.27. The sheet is the same in both cases.

## 10. What the polarizabilities leave out

Vacuum independence is not convergence in every respect. At $L=0.8$ nm, refining the mesh to $6\times6$ raises $s_\parallel$ by 3.9% and changes $s_\perp$ by less than 0.1%. Raising the cutoff to 288 eV raises $s_\parallel$ by 0.5%. Meshes of $8\times8$ and $12\times12$ both raise $s_\parallel$ by 4.2% over the $4\times4$ value, so the mesh error has settled by then. The in-plane result is thus better quoted as about 0.14 nm. The laws hold at a fixed mesh, so a good straight line does not reveal this error.

Adding local exchange to the response, with the ground-state potential held fixed, raises $s_\perp$ from 0.078 to about 0.088 nm, or roughly 13%. The local exchange kernel grows without bound as the density falls, but the low-density tail contributes little here. Capping the kernel at its value for $10^{-3}$ bohr$^{-3}$ lowers the increase by about half a percentage point, and caps at $10^{-4}$ bohr$^{-3}$ or below change it by about 0.1 point or less. Correlation in the response is still missing, and the in-plane effect was not calculated. Raising the vacuum field from 1 to 10 MV/cm changes $\alpha_\perp$ by about $2\times10^{-5}$ in relative terms, so nonlinearity is negligible here.

The ions were also held fixed. In a polar sheet a static in-plane field displaces the two sublattices by $u$. For effective charge $Ze$, reduced mass $\mu$, transverse phonon frequency $\omega$ and cell area $A_c$, force balance gives $\mu\omega^2u=ZeE$. The dipole per area is $Zeu/A_c$, so in SI units

$$s_{\rm ion}=\frac{p}{\varepsilon_0E}=\frac{Z^2e^2}{\varepsilon_0A_c\mu\omega^2}.$$

Rough values resembling boron nitride, $Z=2.7$, $\hbar\omega=0.17$ eV, $\mu=6.1$ atomic mass units and $A_c=0.054$ nm², give 0.58 nm. This is about four times the electronic $s_\parallel$ of the model.

**Beside a real monolayer.** The period is close to that of hexagonal boron nitride, but the model is not that material. Its gap is 11.6 eV on the $k$ mesh and about 10 eV once the band edges, which the mesh misses, are included. In the wide cells the lowest empty state lies roughly 0.2 to 0.3 eV below the vacuum level, so the second figure is close to the energy needed to remove an electron from the sheet. Boron nitride has an optical gap of roughly 6 eV, which is a different kind of gap, so the comparison is only a rough one. The model also has two electrons per cell where boron nitride has eight valence electrons. Taking a rough in-plane electronic constant of 5 and a layer spacing of 0.33 nm, the film formula gives $s_\parallel\approx0.33\times4\approx1.3$ nm, some ten times the model's value. An in-plane field of low frequency breaks the fixed-ion assumption: on these rough figures the lattice would raise $s_\parallel$ from about 1.3 to 1.9 nm. In a device the sheet also touches its neighbours. In the model the error of the isolated-sheet values is large at a repeat length of 0.25 nm but only about 2% at the 0.33 nm spacing used above and about 1% at 0.35 nm. The model does not fix the size of this error for a real stack, which needs its own calculation. More digits for the table in Section 9 are in the numerical output.

## Computed values

```
in-plane period 0.25 nm, well depth 55.0 eV, width 0.055 nm
plane-wave cutoff 176.3 eV, in-plane k mesh 4 x 4
gap on the k mesh, L = 1.6 nm: 11.57 eV
L (nm) | eps_par | eps_perp | 1/eps_perp | 4pi alpha_par, perp (nm) | max rel. deviation from isolated sheet
0.25 | 1.52771 | 1.52771 | 0.65458 | 0.13193, 0.08636 | 1.2e-01
0.35 | 1.38319 | 1.28820 | 0.77628 | 0.13412, 0.07830 | 1.1e-02
0.50 | 1.26838 | 1.18338 | 0.84503 | 0.13419, 0.07748 | 8.6e-04
0.80 | 1.16761 | 1.10719 | 0.90319 | 0.13409, 0.07745 | 4.1e-04
1.00 | 1.13418 | 1.08397 | 0.92254 | 0.13418, 0.07746 | 6.2e-04
1.20 | 1.11180 | 1.06899 | 0.93546 | 0.13416, 0.07745 | 4.0e-04
1.60 | 1.08384 | 1.05085 | 0.95161 | 0.13415, 0.07743 | 1.7e-04
isolated sheet 4pi alpha_par  = 0.13415 nm
isolated sheet 4pi alpha_perp = 0.07742 nm
alpha_par  = 0.01068 nm = 0.2017 bohr
alpha_perp = 0.00616 nm = 0.1164 bohr
fit, L >= 0.8 nm: eps_par = 1.00009 + 0.13405 nm / L
fit, L >= 0.8 nm: 1/eps_perp = 1.00002 - 0.07747 nm / L
assigned thickness 0.30 nm: eps_par = 1.447, eps_perp = 1.348
assigned thickness 0.33 nm: eps_par = 1.407, eps_perp = 1.306
assigned thickness 0.36 nm: eps_par = 1.373, eps_perp = 1.274
finite field 1 MV/cm: 4pi alpha_perp = 0.07766 nm
relative change of alpha_perp at 10 MV/cm: 1.9e-05
with local exchange response: 4pi alpha_perp = 0.08763 nm (12.8 %)
6 x 6 k mesh changes alpha_par, alpha_perp by 3.886 %, -0.078 %
cutoff 288 eV changes alpha_par, alpha_perp by 0.485 %, 0.033 %
rough lattice inputs: charge 2.7 e, phonon 0.17 eV, reduced mass 6.10 u, cell area 0.0541 nm2
neglected lattice part of 4pi alpha_par: about 0.58 nm
tilted film: thickness 0.33 nm, eps_xx 5.0, eps_xz 1.0, eps_zz 3.0
tilted film, L = 0.5 nm: eps_xx = 3.5064, linear part alone = 3.4200
tilted film, L = 1.0 nm: eps_xx = 2.2255, linear part alone = 2.2100
tilted film, L = 2.0 nm: eps_xx = 1.6084, linear part alone = 1.6050
```
